Logarithmic merging of LO and field-free TO modes in polar wires

**1. A chain of vibrating dipoles**

Place one polar oscillator at each site z = na of an infinite straight chain in vacuum. Its displacement u_n, multiplied by the root of its mass, is along the chain. Its charge divided by the root of its mass is Q, so its dipole is p_n = Q u_n. A local spring gives the frequency w_0. Hartree units are used, with Gaussian electrostatics, and retardation is left out until section 7.

At distance r along its own axis, a dipole p makes the field 2p/r³. The equation of motion is therefore

d²u_n/dt² = −w_0² u_n + Q Σ_{m≠n} 2Q u_m/(a³|n−m|³).

For a wave u_n ∝ exp(iqna − iwt), the sites at +n and −n combine into a cosine. With θ = qa,

w_L²(q) = w_0² − (4Q²/a³) C(θ),  C(θ) = Σ_{n≥1} cos(nθ)/n³.

The small-θ form of C follows from its second derivative. For 0 < θ < 2π,

C″(θ) = −Σ cos(nθ)/n = Re ln(1 − e^{iθ}) = ln[2 sin(θ/2)] = ln θ + O(θ²).

By symmetry C′(0) = 0, and C(0) = ζ(3), the sum of 1/n³. Two integrations give

C′ = θ ln θ − θ + ...
C = ζ(3) + (θ²/2) ln θ − θ²/4 − θ²/2 + ... = ζ(3) + (θ²/2)(ln θ − 3/2) + ...

Insert this in the frequency:

w_L²(q) − w_L²(0) = (2Q²/a) q² [ln(1/(qa)) + 3/2] + ...

The logarithm has a direct origin. Aligned axial dipoles attract head to tail and soften the mode. A wave spoils part of this alignment, at a cost proportional to Σ(1 − cos nθ)/n³. For n below about 1/θ each term is close to θ²/(2n), so beyond the first few sites each doubling of distance contributes almost equally, up to about a sixth of a wavelength. Beyond half a wavelength little is added. Springs of finite range add terms (1 − cos sθ), which begin as q² without a logarithm. They change the 3/2 and leave the coefficient 2Q²/a alone.

**2. Which TO mode does it meet?**

Let the same dipoles vibrate across the chain. The field at a neighbour is now −p/r³, minus one half of the axial value, so with the same w_0

w_T²(q) = w_0² + (2Q²/a³) C(θ).

At q = 0 the squared frequency of the transverse mode lies above that of the axial one by (2 + 4)ζ(3)Q²/a³ = 6ζ(3)Q²/a³. The statement "LO meets TO at the zone centre" is thus false here if TO means the mode polarised across the wire. That mode even has its own logarithm, −(Q²/a) q² ln(1/q).

The true statement concerns a different reference: the axial vibration without a macroscopic field. This is what w_L(0) is, because a uniform axial polarisation of an infinite wire leaves no net charge anywhere along it. "Field-free TO frequency" will mean this limit. Section 6 shows when a truly transverse mode shares it.

**3. Electrons that follow the ions**

Give each site an electronic polarisability α. Then p = Qu + αE, and for a wave the field at a site is E = Sp, where S = 4C/a³ for axial and −2C/a³ for transverse dipoles. Solve for the field:

p = Qu/(1 − αS),  E = SQu/(1 − αS),
w² = w_0² − Q² S/(1 − αS).

Write S = S_0 + δS, with S_0 the value at q = 0. The derivative of S/(1 − αS) is 1/(1 − αS)², hence

w²(q) − w²(0) = −Z² δS + O(δS²),  Z = Q/(1 − αS_0).

Z is the total dipole per unit uniform displacement, in other words the Born charge over the root of the mass. The law becomes

w_L²(q) − w_L²(0) = (2Z²/a) q² ln(1/q) + O(q²).

Electrons dress the charge but do not otherwise screen the leading term.

A numerical case uses a = Q = 1 and α = 0.08. The axial Born charge is 1/(1 − 0.08 × 4ζ(3)) = 1.625, the transverse one 1/(1 + 0.08 × 2ζ(3)) = 0.839. The dynamical matrix of a periodic chain of 800 cells was diagonalized. Let c(q) = [w²(q) − w²(0)]/q². If c = B ln(1/q) + constant, then B = [c(q₁) − c(2q₁)]/ln 2, where q₁ = 2π/800 is the smallest nonzero wavevector.

The axial branch gives B = 5.293, against 2Z² = 5.282. The excess of 0.2 % has the sign of the omitted O(δS²) term: this is negative and grows faster than q², so it lowers c(2q₁) more than c(q₁) and raises B. The transverse branch gives −0.7030, against −Z_T² = −0.7034. At q = 0 the dipole fields shift w² by −7.814 for axial and +2.016 for transverse motion, a gap of 9.830 in units of Q²/a³.

**4. From point dipoles to any wire, sheet or crystal**

Now let the mode charge have a normalised profile over the cross-section. The dipole per unit length is P = Zu/a. Its variation along z gives the line charge −dP/dz = −iqP. Let v(q) be the potential, averaged over the profile, of a unit line charge modulated as exp(iqz). The mean axial field is

E = −iq v(q)(−iqP) = −q² v(q) P.

The field opposes the polarisation. Its force ZE adds (Z²/a) q² v(q) to w².

To find v, start from the bulk Coulomb kernel 4π/(k² + q²), where k is the wavevector across the wire. A localised profile with Fourier transform F(k) contains all transverse k, so

v(q) = ∫ d²k/(2π)² · 4π|F|²/(k² + q²) = ∫₀^∞ 2k dk |F|²/(k² + q²)

for a round profile. F is near 1 for k ≪ 1/R and falls off beyond. Between q and 1/R the integrand is about 2/k, which gives 2 ln(1/(qR)) plus a constant. This is the chain's logarithm again, now with the wire radius R as the inner length.

The same integral explains the other dimensions.

- A thin sheet has one transverse direction: v = ∫ dk/(2π) · 4π/(k² + q²) = 2 · π/q = 2π/q. The rise is (2πZ²/A) q, with A the cell area.
- A bulk crystal has none: v = 4π/q². The rise is a constant, 4πZ²/Ω before electronic screening, with Ω the cell volume.

Electronic screening fits the same scheme. If the electrons add χE to the polarisation density P, then E = −q²v(Zu/a + χE), and the rise is divided by 1 + χq²v. In bulk this is 1 + 4πχ = ε_inf at every small q. In sheets and wires q²v vanishes with q, and the divisor tends to 1.

Direct dipole sums support the two comparison laws for Z = 1 and unit cell length. On a square lattice, w² for longitudinal minus transverse in-plane polarisation was summed with a smooth cutoff at q = 0.1 and 0.2. Extrapolated to q = 0, its slope is 6.2830, against 2π = 6.2832. On a simple cubic lattice, q = 0.4 and 0.8 extrapolate to 12.550, against 4π = 12.566. The latter is 0.13 % low, mainly because of the finite cutoff: the error shrinks when the cutoff length is doubled at the same wavevectors.

*What a periodic array does.* Suppose a calculation repeats the wire on a square array of period L. The transverse integral becomes a sum over reciprocal vectors G:

v(q) = (1/L²) Σ_G 4π|F(G)|²/(G² + q²).

The term G = 0 equals 4π/(L²q²). For axial q it leaves a rise 4πZ²/(aL²) as q → 0, before electronic screening; all other terms vanish as q². The array is a dilute bulk crystal, and it splits like one. The wire law needs L → ∞ before q → 0, or a Coulomb interaction cut off between the images.

**5. The constant beside the logarithm: a uniform disc**

Take the charge uniform over a disc of radius R and set x = qR. Inside, the potential of a unit line charge obeys

φ″ + φ′/r − q²φ = −4π/(πR²) = −4/R².

The solutions are φ = 4/x² + B I₀(qr) inside and D K₀(qr) outside, with I and K the modified Bessel functions. Since I₀′ = I₁ and K₀′ = −K₁, continuity of φ and φ′ requires

4/x² + B I₀(x) = D K₀(x),  B I₁(x) = −D K₁(x).

Eliminate D and use the Wronskian I₀K₁ + I₁K₀ = 1/x:

B (I₀K₁ + I₁K₀)/K₁ = −4/x², so B = −4K₁(x)/x.

The disc average of I₀(qr) is (2/R²)∫₀^R r I₀(qr) dr = 2I₁(x)/x. Therefore

v = (4/x²)[1 − 2 I₁(x) K₁(x)].

For small x put Λ = ln(x/2) + γ, with γ Euler's constant. Then I₁ ≈ x/2 + x³/16 and K₁ ≈ 1/x + (x/2)(Λ − 1/2), so

2I₁K₁ ≈ 1 + x²/8 + (x²/2)(Λ − 1/2),
v ≈ −2Λ + 1/2 = 2[ln(2/x) − γ + 1/4].

At x = 0.05, quadrature of the transverse-wavevector integral gives 6.7283, as does the closed form; the logarithmic form gives 6.7233.

**6. A wire thick enough to have a dielectric function**

Let the wire be a cylinder of an isotropic crystal, many cells across, with local response

ε(w) = ε_inf + (ε_0 − ε_inf) w_TO²/(w_TO² − w²).

Here ε_0 and ε_inf are the dielectric constants below and above the polar resonance. Inside, ∇·(ε∇φ) = 0 with uniform, nonzero ε, so ∇²φ = 0. The axially symmetric solutions are A I₀(qr) inside and B K₀(qr) outside. Continuity of φ and of ε∂φ/∂r gives

A I₀ = B K₀,  εA I₁ = −B K₁,
ε(w) = −K₁(x) I₀(x)/[K₀(x) I₁(x)].

Define the depolarisation factor N = 1/(1 − ε). With the same Wronskian,

1 − ε = (K₀I₁ + K₁I₀)/(K₀I₁) = 1/(x I₁K₀),  N = x I₁(x) K₀(x).

Now insert ε = 1 − 1/N in the oscillator form:

(ε_0 − ε_inf) w_TO²/(w² − w_TO²) = ε_inf − ε = ε_inf − 1 + 1/N,

w² − w_TO² = (ε_0 − ε_inf) w_TO² N/[1 + (ε_inf − 1)N].

This last line holds for any shape whose mode condition is ε = 1 − 1/N.

*Long waves.* I₁ → x/2 and K₀ → ln(2/x) − γ give N → (x²/2)[ln(2/x) − γ]. Integrating the radial Poisson equation numerically, without Bessel functions, gives 0.49996 for the logarithm's coefficient in N/x² between x = 0.001 and 0.01, against 1/2.

To compare with the chain, let Z describe the collective mode of one period of the wire, of volume Ω = πR²a. Its response Zu/Ω to a field fixes (ε_0 − ε_inf)w_TO² = 4πZ²/Ω. Multiplication by (q²R²/2) ln(1/q) returns (2Z²/a) q² ln(1/q).

The disc's 1/4 is absent. There the polarisation was held uniform and axial, which puts charge throughout the section. Here it is proportional to ∇φ and free of divergence inside, so all the charge sits on the surface. The constant depends on such details; the logarithm's coefficient does not.

*Short waves.* For x ≫ 1, I₁K₀ → 1/(2x) and N → 1/2. The mode becomes that of a flat surface, ε = −1, and does not approach the bulk LO frequency.

*Slab and bulk.* For a slab of thickness d, the even potential cosh(qy) inside joins exp(−q|y|) outside. Matching gives ε tanh(qd/2) = −1, hence

N = 1/[1 + coth(qd/2)] = (1 − e^{−qd})/2 → qd/2,

the linear law. The bulk LO mode has ε = 0 and N = 1, so w² = w_TO² ε_0/ε_inf.

*Transverse modes of the cylinder.* A polarisation f(r)exp(iqz) in the azimuthal direction has no divergence and no component normal to the surface. It makes no charge and no electrostatic field, and in this local model it stays at w_TO for every q. This is a transverse mode that the axial LO mode does meet.

The uniform dipole mode across the wire behaves differently. Its potential is A r cos φ inside and B cos φ/r outside. Continuity gives A = B/R² and εA = −B/R², so ε = −1 and N = 1/2. It stays above w_TO even at q = 0.

**7. What light does very near q = 0**

Set k₀ = w/c. For the axially symmetric mode with fields E_r, E_z and H_φ, Maxwell's equations give

E_r = qH_φ/(k₀ε),  ∂E_z/∂r = iqE_r − ik₀H_φ = iκ²H_φ/(k₀ε),  κ² = q² − εk₀².

E_z is I₀(κ_i r) inside and K₀(κ_o r) outside, up to amplitudes. Continuity of E_z and H_φ requires

ε I₁(κ_i R)/[κ_i I₀(κ_i R)] + K₁(κ_o R)/[κ_o K₀(κ_o R)] = 0.

With k₀ = 0 this is the condition of section 6. With light included, a bound mode needs κ_o real, so w < cq. Just above w_TO the first term tends to −∞; as w → cq the second tends to +∞. For q slightly above w_TO/c a root therefore lies between w_TO and cq, and it is squeezed onto w_TO as q → w_TO/c. The bound mode meets the TO frequency on the light line, not at q = 0. The law q² ln(1/q) describes the window w_TO/c ≪ q ≪ 1/R.

**8. Numbers for a silicon carbide nanowire**

Take a free-standing wire of radius 5 nm, with model inputs chosen to resemble cubic silicon carbide: ε_0 = 9.7, ε_inf = 6.5 and a TO wavenumber set to 796 cm⁻¹. These inputs should be trusted to two figures at most; further digits below serve only to compare formulas and corrections within the model. The bulk LO value is 796 × √(9.7/6.5) = 972.4 cm⁻¹, a splitting of 176.4 cm⁻¹.

At q = 0.01 nm⁻¹, x = 0.05 and N = 0.003894. The relative rise of the squared frequency is

3.2 × 0.003894/(1 + 5.5 × 0.003894) = 0.0122,

and 796 × (√1.0122 − 1) ≈ 4.84 cm⁻¹. The next table gives the rise above TO in cm⁻¹. "Small q" uses the long-wave N, with the divisor set to 1; the slab is 10 nm thick.

| q (nm⁻¹) | wire | small q | slab |
|---|---|---|---|
| 0.002 | 0.300 | 0.301 | 11.9 |
| 0.005 | 1.50 | 1.51 | 26.9 |
| 0.010 | 4.84 | 4.94 | 46.7 |
| 0.020 | 14.4 | 15.3 | 73.6 |
| 0.050 | 47.4 | 57.7 | 112.4 |

The slab's rise is 40 times the wire's at the smallest q and 2.4 times at the largest. The small-q form is 2 % high at 0.01 nm⁻¹ and 22 % high at 0.05 nm⁻¹, mainly because the neglected divisor has grown to 1 + 5.5 × 0.0486 = 1.27.

A logarithm disguises the power law. Differentiating the long-wave N gives d ln N/d ln q = 2 − 1/[ln(2/x) − γ], which is 1.68 at x = 0.05. The divisor 1.021 reduces this to 1.64; the full formula gives 1.646 for w² − w_TO², and 1.641 for the rise in wavenumber. A fit to one power over a short range of q would therefore find an exponent well below 2.

The transverse dipole mode lies at 950.8 cm⁻¹, about 155 cm⁻¹ above TO. Its failure to merge is a large effect in this wire.

Real wires depart from the model in several ways, sized here at q = 0.01 nm⁻¹ with the other settings held fixed.

- **Surroundings.** In a lossless host of dielectric constant ε_h the mode condition is ε = −ε_h(1/N − 1). The long-wave rise is then divided by ε_h. For ε_h = 2.2 it falls from 4.84 to 2.23 cm⁻¹, the largest change found here.
- **Linewidth.** With a rough width of 3 cm⁻¹, the rise exceeds the width only above q = 0.0075 nm⁻¹. Well below that, the line overlaps strongly with an equally wide line at TO, although its own peak still moves by nearly the whole rise.
- **Light.** The light line meets TO at q = 0.00050 nm⁻¹. Retardation changes the rise from 4.841 to 4.830 cm⁻¹. At 0.001 nm⁻¹ it matters more: 0.086 becomes 0.065 cm⁻¹.
- **Lattice dispersion.** Let the TO branch fall by 35 sin²(πk/2k_e) cm⁻¹, a rough form with k_e the zone-edge wavevector. Sampled at the radial wavevector k = 2.4/R, it gives a shift of about 0.1 cm⁻¹. This is a third of the rise at 0.002 nm⁻¹, so the local model cannot fix the separation of modes with different radial patterns there.
- **Carriers.** Undamped carriers at 10¹⁷ cm⁻³ with mass 0.3 m_e shift the mode by about 0.001 cm⁻¹. This density means only one carrier per 127 nm of wire, so treating the carriers as a continuous bulk plasma is a formal estimate. Heavier doping was not examined.
- **Length.** Setting π/L = q gives L = 314 nm. Half a wavelength is only an estimate for the lowest standing wave, because the polarisation need not vanish at the ends. With axial polarisation uniform over the section, the lowest mode of this wire behaves like q ≈ 0.89π/L, a rise of about 4.0 rather than 4.84 cm⁻¹. Only wires shorter than about 280 nm then have all their effective wavevectors above 0.01 nm⁻¹.

In a thicker wire the same qR lies at smaller q, closer to the light line, and retardation takes a larger share. Stacking faults and hexagonal layers would break the assumed isotropy; their effect is not sized here. The table describes a clean, straight, isolated cubic wire in the local model without retardation, not a measured spectrum. The full set of values is in the numerical output.

Computed values

```
DIPOLE CHAIN (cell length, bare charge, mass = 1)
electronic polarisability per cell: 0.08
Born charge, axial: 1.6251; transverse: 0.8387
w^2 shift at q=0, axial: -7.8139; transverse: 2.0163
gap in w^2 at q=0 between them: 9.8302
axial log coefficient, diagonalized: 5.2927
axial log coefficient, 2 Z^2: 5.2820
transverse log coefficient, diagonalized: -0.7030
transverse log coefficient, -Z_T^2: -0.7034
SHEET AND BULK LATTICE SUMS (same units)
sheet slope: 6.2830; 2 pi = 6.2832
bulk constant: 12.5499; 4 pi = 12.5664
KERNELS (dimensionless)
disc kernel at qR=0.05: integral 6.72826
  closed form 6.72826; log form 6.72333
cylinder log coefficient of N/x^2: 0.49996
transverse dipole N at qR=0.001: 0.50000
SILICON CARBIDE WIRE (rough inputs)
radius: 5.0 nm; slab thickness: 10.0 nm
eps_0: 9.7; eps_inf: 6.5
TO: 796.0 1/cm; bulk LO: 972.4 1/cm
bulk LO-TO difference: 176.4 1/cm
transverse dipole mode: 950.8 1/cm
Rise above TO in 1/cm: q (1/nm), N wire, wire, small-q, slab
  0.002  2.361e-04  0.300  0.301  11.87
  0.005  1.189e-03  1.503  1.513  26.93
  0.010  3.894e-03  4.841  4.938  46.66
  0.020  1.215e-02  14.376  15.255  73.63
  0.050  4.855e-02  47.391  57.698  112.41
local power of q at 0.01 1/nm: 1.646
NEGLECTED EFFECTS
light line at TO: q = 5.001e-04 1/nm
rise at 0.001 1/nm, no retardation: 0.0862 1/cm
  with retardation: 0.0653 1/cm
rise at 1.01 x light-line q, retarded: 1.78e-04 1/cm
rise at 0.01 1/nm, no retardation: 4.8407 1/cm
  with retardation: 4.8297 1/cm
linewidth (rough): 3.0 1/cm
  rise equals linewidth at q = 0.00750 1/nm
TO fall to zone edge (rough): 35 1/cm
lattice constant (rough): 0.436 nm
  radial confinement shift: about 0.096 1/cm
host eps: 2.2; rise at 0.01 1/nm: 2.234 1/cm
carriers: 1e+17 1/cm3; mass: 0.3 m_e
  bare plasma wavenumber: 172.9 1/cm
  carrier shift at 0.01 1/nm: 8.58e-04 1/cm
wire length with pi/L = 0.01 1/nm: 314 nm
```
